# Exact exchange from wedge spinors: rebuilding the full Brillouin zone: a numerical check

```python
"""
Result under test: occupied spinors on a full k mesh can be generated from one
point per star, and the exact-exchange energy per cell obtained with them equals
that from independent diagonalization at every mesh point.
  {W|t}  : space-group operation on fractional coordinates, r -> W r + t
  K=k+G  : plane-wave vector; c(spin,G,band) : spinor coefficients
  U      : spin-1/2 rotation; time reversal is -i sigma_y times conjugation
  image  : c'(G') = exp(-i SK.t) U c(G), then time reversal if requested
  E_x    : -1/(2 Nk^2 Omega) sum_{k,k',n,m,G} v(k'-k+G) |rho_nm(G)|^2
Units: Hartree atomic units.  The crystal is a model with round parameters.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.fft import fftn, ifftn
from scipy.integrate import quad
from scipy.spatial.transform import Rotation

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
cell = np.diag([6.0, 6.0, 5.0])
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = np.linalg.det(cell)
mesh_n = np.array([4, 4, 3])
mesh_int = np.array(list(itertools.product(*[range(n) for n in mesh_n])))
mesh = mesh_int / mesh_n
nk = len(mesh)
cutoff, soc, nocc = 3.0, 0.1, 4
fft_n = np.array([14, 14, 10])
npts = int(np.prod(fft_n))
radius = (3 * nk * volume / (4 * np.pi)) ** (1 / 3)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
minus_i_sy = -1j * sigma[1]

# Space group P-42_1c: identity, twofold, two rotoinversions, two screws, two glides
half = np.array([0.5, 0.5, 0.5])
zero = np.zeros(3)
raw_ops = [
    ([[1, 0, 0], [0, 1, 0], [0, 0, 1]], zero),
    ([[-1, 0, 0], [0, -1, 0], [0, 0, 1]], zero),
    ([[0, 1, 0], [-1, 0, 0], [0, 0, -1]], zero),
    ([[0, -1, 0], [1, 0, 0], [0, 0, -1]], zero),
    ([[-1, 0, 0], [0, 1, 0], [0, 0, -1]], half),
    ([[1, 0, 0], [0, -1, 0], [0, 0, -1]], half),
    ([[0, -1, 0], [-1, 0, 0], [0, 0, 1]], half),
    ([[0, 1, 0], [1, 0, 0], [0, 0, 1]], half)]


def spin_rotation(w):
    """SU(2) matrix of the proper part of a fractional-coordinate operation."""
    s = cell.T @ w @ np.linalg.inv(cell.T)
    rot = s * np.sign(np.linalg.det(s))
    x, y, z, q0 = Rotation.from_matrix(rot).as_quat()
    u = q0 * np.eye(2) - 1j * (x * sigma[0] + y * sigma[1] + z * sigma[2])
    for i in range(3):
        rotated = np.einsum("j,jab->ab", rot[:, i], sigma)
        assert np.allclose(u @ sigma[i] @ u.conj().T, rotated, atol=1e-12)
    return u


ops = [(np.array(w), t, spin_rotation(np.array(w))) for w, t in raw_ops]
keys = {(tuple(w.ravel()), tuple(np.rint(2 * t).astype(int) % 2)) for w, t, _ in ops}
for (w1, t1, _), (w2, t2, _) in itertools.product(ops, ops):
    t12 = tuple(np.rint(2 * (w1 @ t2 + t1)).astype(int) % 2)
    assert (tuple((w1 @ w2).ravel()), t12) in keys
assert not any(np.array_equal(w, -np.eye(3)) for w, _, _ in ops)

# Gaussians: (height, width, positions)
side_seed = np.array([0.25, 0.10, 0.12])
side_sites = np.array([(w @ side_seed + t) % 1 for w, t, _ in ops])
species = [(-4.0, 1.0, np.array([zero, half])), (1.0, 0.8, side_sites)]


def potential_fourier(g_int):
    g2 = np.sum((g_int @ recip) ** 2, axis=-1)
    total = np.zeros(g2.shape, dtype=complex)
    for height, width, sites in species:
        form = height * (2 * np.pi) ** 1.5 * width**3 / volume
        phases = np.exp(-2j * np.pi * (g_int @ sites.T)).sum(axis=-1)
        total += form * np.exp(-g2 * width**2 / 2) * phases
    return total


def plane_waves(k):
    g = np.array(list(itertools.product(range(-5, 6), repeat=3)))
    return g[np.sum(((k + g) @ recip) ** 2, axis=1) / 2 <= cutoff]


def hamiltonian(k, g, lam):
    kk = (k + g) @ recip
    v = potential_fourier(g[:, None] - g[None])
    cross = np.cross(kk[:, None, :], kk[None, :, :])
    h = np.kron(np.eye(2), np.diag(np.sum(kk**2, axis=1) / 2) + v)
    for i in range(3):
        h = h + np.kron(sigma[i], 1j * lam * v * cross[:, :, i])
    return h


def solve(k, lam):
    g = plane_waves(k)
    h = hamiltonian(k, g, lam)
    assert np.allclose(h, h.conj().T, atol=1e-12)
    e, c = np.linalg.eigh(h)
    return e, g, c[:, :nocc].reshape(2, len(g), nocc)


def image_point(k, w, reverse):
    kr = (-1 if reverse else 1) * (k @ np.linalg.inv(w))
    g0 = np.floor(kr + 1e-9)
    j = np.rint((kr - g0) * mesh_n).astype(int) % mesh_n
    return int(np.ravel_multi_index(tuple(j), tuple(mesh_n))), g0.astype(int)


def transform(k, g, c, op, reverse, omit=""):
    """Generate coefficients at the image point; omit names a deliberate fault."""
    w, t, u = op
    winv = np.linalg.inv(w)
    sk = (k + g) @ winv
    out = c if omit == "spin" else np.einsum("ab,bgn->agn", u, c)
    if omit != "phase":
        out = out * np.exp(-2j * np.pi * (sk @ t))[None, :, None]
    sign = 1
    if reverse:
        out, sign = out.conj(), -1
        if omit != "sigma_y":
            out = np.einsum("ab,bgn->agn", minus_i_sy, out)
    target, _ = image_point(k, w, reverse)
    new_g = sign * (g @ winv) if omit == "umklapp" else sign * sk - mesh[target]
    return target, np.rint(new_g).astype(int), out


def to_grid(g, c):
    box = np.zeros((c.shape[2], 2, *fft_n), dtype=complex)
    i = g % fft_n
    box[:, :, i[:, 0], i[:, 1], i[:, 2]] = c.transpose(2, 0, 1)
    return ifftn(box, axes=(2, 3, 4)) * npts


def coulomb(q2):
    safe = np.where(q2 < 1e-12, 1.0, q2)
    value = 4 * np.pi * (1 - np.cos(np.sqrt(safe) * radius)) / safe
    return np.where(q2 < 1e-12, 2 * np.pi * radius**2, value)


fft_g = np.stack(np.meshgrid(*[np.rint(np.fft.fftfreq(n) * n) for n in fft_n],
                             indexing="ij"), axis=-1)
kernel_cache = {}


def kernel(i, j):
    key = tuple(mesh_int[j] - mesh_int[i])
    if key not in kernel_cache:
        q = (mesh[j] - mesh[i] + fft_g) @ recip
        kernel_cache[key] = coulomb(np.sum(q**2, axis=-1))
    return kernel_cache[key]


def pair_energies(rows, u, contact=False):
    """Exchange contributions e(k,k') for k in rows and k' in the full mesh."""
    result = np.zeros((len(rows), nk))
    for a, i in enumerate(rows):
        left = u[i].conj()
        for j in range(nk):
            right = u[j]
            prod = (left[:, None, 0] * right[None, :, 0]
                    + left[:, None, 1] * right[None, :, 1])
            rho = fftn(prod, axes=(2, 3, 4)) / npts
            strength = (rho.real**2 + rho.imag**2).sum(axis=(0, 1))
            v = 1.0 if contact else kernel(i, j)
            result[a, j] = -np.sum(v * strength) / (2 * nk**2 * volume)
    return result


# Matrix elements against real-space quadrature of V and grad V x p
frac = np.array(list(itertools.product(np.arange(16) / 16, repeat=3)))
v_real, grad = np.zeros(len(frac)), np.zeros((len(frac), 3))
for height, width, sites in species:
    for site in sites:
        for shift in itertools.product(range(-2, 3), repeat=3):
            d = (frac - site - np.array(shift)) @ cell
            gauss = height * np.exp(-np.sum(d**2, axis=1) / (2 * width**2))
            v_real += gauss
            grad -= gauss[:, None] * d / width**2
g_left, g_right, k_test = np.array([1, 0, -1]), np.array([0, 1, 1]), mesh[16]
dg = g_left - g_right
wave = np.exp(-2j * np.pi * (frac @ dg))
k_left, k_right = (k_test + g_left) @ recip, (k_test + g_right) @ recip
v_dg = potential_fourier(dg)
assert abs(np.mean(wave * v_real) - v_dg) < 1e-9
so_quad = np.mean(wave[:, None] * np.cross(grad, k_right[None, :]), axis=0)
assert np.allclose(so_quad, 1j * v_dg * np.cross(k_left, k_right), atol=1e-9)

# Truncated Coulomb kernel against its radial integral
for q in (0.0, 0.37, 1.1):
    integral = quad(lambda r: 4 * np.pi * r * np.sinc(q * r / np.pi), 0, radius,
                    limit=200)[0]
    assert abs(integral - coulomb(np.array(q * q))) < 1e-7 * radius**2

# Unreduced calculation: independent diagonalization at every mesh point
direct = [solve(k, soc) for k in mesh]
energies = np.array([d[0][:nocc + 1] for d in direct])
gap = energies[:, nocc].min() - energies[:, nocc - 1].max()
assert gap > 0.05
kmax = np.sqrt(2 * cutoff)
reach = np.floor(2 * kmax * np.diag(cell) / (2 * np.pi) + 1 - 1 / mesh_n)
assert np.all(2 * reach < fft_n)
splitting = np.minimum(energies[:, 1] - energies[:, 0],
                       energies[:, 3] - energies[:, 2]).max()
assert splitting > 1e-7
u_direct = [to_grid(g, c) for _, g, c in direct]
pairs = pair_energies(range(nk), u_direct)
ex_full = pairs.sum()

# One pair energy by explicit sums over plane waves
ia, ib = 5, 31
(_, ga, ca), (_, gb, cb) = direct[ia], direct[ib]
rho_sum = {}
for p, q in itertools.product(range(len(ga)), range(len(gb))):
    key = tuple(gb[q] - ga[p])
    rho_sum[key] = rho_sum.get(key, 0) + ca[:, p].conj().T @ cb[:, q]
explicit = 0.0
for key, rho in rho_sum.items():
    qvec = (mesh[ib] - mesh[ia] + np.array(key)) @ recip
    explicit -= coulomb(qvec @ qvec) * np.sum(abs(rho)**2) / (2 * nk**2 * volume)
assert abs(explicit - pairs[ia, ib]) < 1e-12

# Stars of the mesh: unitary operations are tried before time-reversed ones
recipe, wedge = {}, []
for i in range(nk):
    if i in recipe:
        continue
    wedge.append(i)
    recipe[i] = (i, 0, False)
    for reverse in (False, True):
        for o in reversed(range(len(ops))):
            j, _ = image_point(mesh[i], ops[o][0], reverse)
            recipe.setdefault(j, (i, o, reverse))
weights = np.array([sum(r[0] == i for r in recipe.values()) for i in wedge])
perms = {(o, rev): np.array([image_point(k, ops[o][0], rev)[0] for k in mesh])
         for o in range(len(ops)) for rev in (False, True)}
fixed = {key: int(np.sum(p == np.arange(nk))) for key, p in perms.items()}
assert sum(fixed.values()) == len(wedge) * len(perms)
unitary_fixed = sum(n for (o, rev), n in fixed.items() if not rev)
assert unitary_fixed % len(ops) == 0
unitary_stars = unitary_fixed // len(ops)
assert unitary_stars > len(wedge)

# Every operation on every wedge state must give eigenstates at the image point
wedge_states = {i: solve(mesh[i], soc) for i in wedge}
worst_residual = 0.0
for i, (e, g, c) in wedge_states.items():
    for op, reverse in itertools.product(ops, (False, True)):
        j, gn, cn = transform(mesh[i], g, c, op, reverse)
        assert set(map(tuple, gn)) == set(map(tuple, direct[j][1]))
        flat = cn.reshape(-1, nocc)
        res = hamiltonian(mesh[j], gn, soc) @ flat - flat * e[:nocc]
        worst_residual = max(worst_residual, abs(res).max())
assert worst_residual < 1e-10


def reconstruct(states, omit=""):
    u = [None] * nk
    for target, (i, o, reverse) in recipe.items():
        _, g, c = states[i]
        if target == i:
            u[target] = to_grid(g, c)
        else:
            j, gn, cn = transform(mesh[i], g, c, ops[o], reverse, omit)
            assert j == target
            u[target] = to_grid(gn, cn)
    return u


def reduced_energy(u, contact=False):
    return float(weights @ pair_energies(wedge, u, contact).sum(axis=1))


u_made = reconstruct(wedge_states)
worst_space = 0.0
for made, ref in zip(u_made, u_direct):
    overlap = ref.reshape(nocc, -1).conj() @ made.reshape(nocc, -1).T / npts
    worst_space = max(worst_space,
                      abs(overlap.conj().T @ overlap - np.eye(nocc)).max())
assert worst_space < 1e-10
ex_reduced = reduced_energy(u_made)
assert abs(ex_reduced - ex_full) < 1e-10

# Pair invariance and constancy of the inner sum on each star
pair_error = max(abs(pairs[np.ix_(p, p)] - pairs).max() for p in perms.values())
assert pair_error < 1e-12
inner = pairs.sum(axis=1)
assert max(abs(inner[j] - inner[r[0]]) for j, r in recipe.items()) < 1e-12
ex_double = float(weights @ pairs[np.ix_(wedge, wedge)] @ weights)
assert abs(ex_double - ex_full) > 1e-6

# Prefactor: contact interaction from the real-space one-body density matrix
gamma = sum(np.einsum("nsxyz,ntxyz->stxyz", u, u.conj()) for u in u_direct)
gamma = gamma / (nk * volume)
electrons = float(np.mean(gamma[0, 0] + gamma[1, 1]).real * volume)
assert abs(electrons - nocc) < 1e-10
contact_real = -0.5 * volume * np.sum(abs(gamma)**2) / npts
contact_k = reduced_energy(u_made, contact=True)
assert abs(contact_real - contact_k) < 1e-10

# Deliberate omissions
faults = {}
for name in ("phase", "spin", "sigma_y", "umklapp"):
    faults[name] = reduced_energy(reconstruct(wedge_states, name)) - ex_full
    assert abs(faults[name]) > 1e-8, name

# Without spin-orbit coupling the spin rotation cannot affect exchange
plain_states = {i: solve(mesh[i], 0.0) for i in wedge}
assert min(s[0][nocc] - s[0][nocc - 1] for s in plain_states.values()) > 0.05
ex_plain = reduced_energy(reconstruct(plain_states))
plain_fault = reduced_energy(reconstruct(plain_states, "spin")) - ex_plain
assert abs(plain_fault) < 1e-10

# One coefficient followed through a nonsymmorphic, time-reversed operation
target, (source, o, _) = next((j, r) for j, r in recipe.items()
                              if r[2] and np.any(ops[r[1]][1] != 0))
_, gs, cs = wedge_states[source]
pick = int(np.argmax(np.sum(abs(cs[:, :, 0])**2, axis=0)))
_, gt, ct = transform(mesh[source], gs, cs, ops[o], True)
_, g0 = image_point(mesh[source], ops[o][0], True)
sk_pick = (mesh[source] + gs[pick]) @ np.linalg.inv(ops[o][0])
phase = np.exp(-2j * np.pi * (sk_pick @ ops[o][1]))


def show(v):
    return np.array2string(np.asarray(v), precision=5, suppress_small=True,
                           separator=", ", max_line_width=200).replace("\n", "")


print("cell edges a, a, c (bohr):", show(np.diag(cell)))
print(f"cell volume (bohr^3): {volume:.1f}")
for label, (height, width, sites) in zip(("wells", "side Gaussians"), species):
    print(f"{label}: number {len(sites)}, height {height:.1f} Ha, width {width:.1f} bohr")
print("side Gaussian seed (fractional):", show(side_seed))
print(f"spin-orbit parameter lambda (a.u.): {soc:.2f}")
print(f"plane-wave cutoff (Ha): {cutoff:.1f}")
sizes = [len(d[1]) for d in direct]
print(f"plane waves per k, min and max: {min(sizes)}, {max(sizes)}")
print("mesh:", show(mesh_n), "points:", nk, "FFT grid:", show(fft_n))
print(f"electrons per cell from density: {electrons:.6f}")
print(f"gap across mesh (Ha): {gap:.5f}")
print(f"largest simultaneous splitting of both pairs (Ha): {splitting:.3e}")
print(f"Coulomb truncation radius (bohr): {radius:.5f}")
print("stars with unitary operations only:", unitary_stars)
print("stars with time reversal:", len(wedge))
print("star weights:", show(weights))
print("points generated with time reversal:", sum(r[2] for r in recipe.values()))
print("k pairs, unreduced and reduced:", nk * nk, len(wedge) * nk)
print("example source k (fractional):", show(mesh[source]))
print("example target k (fractional):", show(mesh[target]))
print("example W:", show(ops[o][0]), "t:", show(ops[o][1]))
print("example G0 after time reversal:", show(g0))
print("example G and image G':", show(gs[pick]), show(gt[pick]))
print("example SK before time reversal (fractional):", show(sk_pick))
print("example translation phase:", show(phase))
print("example U:", show(ops[o][2]))
print("example c(G), up and down:", show(cs[:, pick, 0]))
print("example c'(G'), up and down:", show(ct[:, pick, 0]))
print(f"largest eigenvalue residual (Ha): {worst_residual:.1e}")
print(f"largest occupied-space error: {worst_space:.1e}")
print(f"largest pair-invariance error (Ha): {pair_error:.1e}")
print(f"E_x unreduced (Ha per cell): {ex_full:.10f}")
print(f"E_x reduced (Ha per cell): {ex_reduced:.10f}")
print(f"E_x reduced (eV per cell): {ex_reduced * HARTREE_EV:.6f}")
print(f"reduced minus unreduced (Ha): {ex_reduced - ex_full:.1e}")
for name, error in faults.items():
    print(f"energy error when {name} is omitted (mHa): {error * 1000:.6f}")
print(f"energy error when both sums use wedge only (mHa): {(ex_double-ex_full)*1000:.4f}")
print(f"E_x at lambda=0 (Ha per cell): {ex_plain:.10f}")
print(f"spin-omission error at lambda=0 (Ha): {plain_fault:.1e}")
print(f"contact test, real space and k sum (a.u.): {contact_real:.8f}, {contact_k:.8f}")
print("tests ok")
```

Running it gives:

```
cell edges a, a, c (bohr): [6., 6., 5.]
cell volume (bohr^3): 180.0
wells: number 2, height -4.0 Ha, width 1.0 bohr
side Gaussians: number 8, height 1.0 Ha, width 0.8 bohr
side Gaussian seed (fractional): [0.25, 0.1 , 0.12]
spin-orbit parameter lambda (a.u.): 0.10
plane-wave cutoff (Ha): 3.0
plane waves per k, min and max: 37, 48
mesh: [4, 4, 3] points: 48 FFT grid: [14, 14, 10]
electrons per cell from density: 4.000000
gap across mesh (Ha): 0.78107
largest simultaneous splitting of both pairs (Ha): 7.597e-04
Coulomb truncation radius (bohr): 12.72941
stars with unitary operations only: 13
stars with time reversal: 12
star weights: [1, 2, 4, 8, 2, 4, 4, 8, 4, 8, 1, 2]
points generated with time reversal: 4
k pairs, unreduced and reduced: 2304 576
example source k (fractional): [0.25   , 0.25   , 0.33333]
example target k (fractional): [0.75   , 0.75   , 0.66667]
example W: [[0, 1, 0], [1, 0, 0], [0, 0, 1]] t: [0.5, 0.5, 0.5]
example G0 after time reversal: [-1, -1, -1]
example G and image G': [0, 0, 0] [-1, -1, -1]
example SK before time reversal (fractional): [0.25   , 0.25   , 0.33333]
example translation phase: -0.86603-0.5j
example U: [[ 0.     +0.j     ,  0.70711-0.70711j], [-0.70711-0.70711j,  0.     +0.j     ]]
example c(G), up and down: [ 0.44664-0.00977j, -0.30891+0.32273j]
example c'(G'), up and down: [-0.12504+0.42889j,  0.21486+0.39169j]
largest eigenvalue residual (Ha): 1.7e-15
largest occupied-space error: 8.4e-15
largest pair-invariance error (Ha): 3.8e-17
E_x unreduced (Ha per cell): -1.5301770664
E_x reduced (Ha per cell): -1.5301770664
E_x reduced (eV per cell): -41.638239
reduced minus unreduced (Ha): -2.2e-16
energy error when phase is omitted (mHa): 0.197257
energy error when spin is omitted (mHa): 0.102915
energy error when sigma_y is omitted (mHa): 0.017548
energy error when umklapp is omitted (mHa): 258.062045
energy error when both sums use wedge only (mHa): -1645.4041
E_x at lambda=0 (Ha per cell): -1.5304905802
spin-omission error at lambda=0 (Ha): 0.0e+00
contact test, real space and k sum (a.u.): -0.11198872, -0.11198872
tests ok
```
